# Spin-Orbit Scaling and Kramers Pairs in an Organotin Response Spectrum: test program

```python
"""Two-component Hartree-Fock response of methylstannane, CH3SnH3.

Result under test: with the spin-dependent part of the Dirac small-component
potential multiplied by lam, (i) spinors are Kramers pairs for all lam,
(ii) only odd-electron states must be paired, (iii) time reversal makes the
response matrices A and B real in a quaternion basis, and (iv) at lam = 0 the
spectrum is singlets plus threefold triplets, with triplet splittings that
vanish as lam (orbitally degenerate) or lam^2 (orbitally nondegenerate).
Symbols: F Fock matrix, D density matrix, A and B response matrices,
omega excitation energy, f oscillator strength. Internal units: atomic units.
Spinor vectors are ordered as (all spin-up, all spin-down) components.
"""
import itertools
from types import SimpleNamespace
import numpy as np
import scipy.linalg as la
from scipy import constants as sc
from pyscf import gto, scf, ao2mo

EV = sc.physical_constants["Hartree energy in eV"][0]
NM_EV = sc.h * sc.c / sc.e * 1e9
LIGHT = 1.0 / sc.fine_structure
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
QUAT = np.concatenate([np.eye(2)[None], 1j * PAULI]) / np.sqrt(2)


def two(mat):
    """Spin-independent operator in the doubled (spinor) space."""
    return np.kron(np.eye(2), mat)


def x2c_hamiltonian(mol, lam):
    """Exact one-electron decoupling with spin-orbit strength lam."""
    S, T, V = (two(mol.intor(k)) for k in ("int1e_ovlp", "int1e_kin", "int1e_nuc"))
    w = mol.intor("int1e_spnucsp")
    W = two(w[3]) + lam * sum(1j * np.kron(PAULI[k], w[k]) for k in range(3))
    W = W / (4 * LIGHT**2)
    n = len(S)
    zero = np.zeros((n, n))
    _, vec = la.eigh(np.block([[V, T], [T, W - T]]),
                     np.block([[S, zero], [zero, T / (2 * LIGHT**2)]]))
    large, small = vec[:n, n:], vec[n:, n:]
    X = la.solve(large.T, small.T).T
    Xh = X.conj().T
    h = V + T @ X + Xh @ T + Xh @ (W - T) @ X
    metric = S + Xh @ T @ X / (2 * LIGHT**2)
    s, u = la.eigh(S)
    root, inv_root = (u * np.sqrt(s)) @ u.T, (u / np.sqrt(s)) @ u.T
    q, y = la.eigh(inv_root @ metric @ inv_root)
    R = inv_root @ ((y / np.sqrt(q)) @ y.conj().T) @ root
    h = R.conj().T @ h @ R
    return (h + h.conj().T) / 2


def shells(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


# ---- one-electron tin ion: decoupled Hamiltonian against the Dirac formula
Z_SN = 50
p_shells = shells(1, 0.04, 2.7, 13)
ion = gto.M(atom="Sn 0 0 0", basis={"Sn": p_shells}, verbose=0)
ion_s = two(ion.intor("int1e_ovlp"))
ion_e = la.eigh(x2c_hamiltonian(ion, 1.0), ion_s, eigvals_only=True)[:6]
ion_e0 = la.eigh(x2c_hamiltonian(ion, 0.0), ion_s, eigvals_only=True)[:6]


def dirac_energy(n, k):
    za = Z_SN / LIGHT
    eff = n - k + np.sqrt(k * k - za * za)
    return LIGHT**2 * (1 / np.sqrt(1 + (za / eff)**2) - 1)


dirac_split = dirac_energy(2, 2) - dirac_energy(2, 1)
ion_split = ion_e[2:].mean() - ion_e[:2].mean()
assert abs(ion_split / dirac_split - 1) < 0.05      # finite Gaussian basis
assert abs(ion_e[2:].mean() / dirac_energy(2, 2) - 1) < 0.005
assert np.ptp(ion_e0) < 1e-6

# ---- molecule and spin-free mean field
R_SNC, R_SNH, R_CH = 2.14, 1.71, 1.09
atoms = [("Sn", (0, 0, 0)), ("C", (0, 0, R_SNC))]
for k in range(3):
    for z0, r, sign, turn in ((0, R_SNH, -1, 0), (R_SNC, R_CH, 1, np.pi / 3)):
        phi = 2 * np.pi * k / 3 + turn
        rho = r * np.sqrt(8) / 3
        atoms.append(("H", (rho * np.cos(phi), rho * np.sin(phi), z0 + sign * r / 3)))
sn_basis = shells(0, 0.04, 2.7, 14) + p_shells + shells(2, 0.2, 2.7, 7)
mol = gto.M(atom=atoms, basis={"Sn": sn_basis, "C": "6-31g", "H": "6-31g"}, verbose=0)
assert np.allclose(mol.intor("int1e_spnucsp")[3], mol.intor("int1e_pnucp"), atol=1e-6)
nao = mol.nao
h_cache = {}


def h_ao(lam):
    if lam not in h_cache:
        h_cache[lam] = x2c_hamiltonian(mol, lam)
    return h_cache[lam]


h_free = h_ao(0.0)[:nao, :nao].real
mf = scf.RHF(mol)
mf._eri = mol.intor("int2e", aosym="s8")
mf.get_hcore = lambda *args: h_free
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-9, 1e-6, 100
mf.kernel()
assert mf.converged
N_OCC, N_CORE, N_DEEP, N_VAL = mol.nelectron // 2, 24, 15, 14
mo, mo_e = mf.mo_coeff, mf.mo_energy
assert mo_e[N_CORE] - mo_e[N_CORE - 1] > 0.05
n_virt = 20
while mo_e[N_OCC + n_virt] - mo_e[N_OCC + n_virt - 1] < 1e-3:
    n_virt += 1                       # never cut through a degenerate pair


def make_window(n_frozen):
    """Orbital window above n_frozen spin-free core orbitals."""
    C = mo[:, n_frozen:N_OCC + n_virt]
    core = mo[:, :n_frozen]
    m = C.shape[1]
    pot = C.T @ np.asarray(mf.get_veff(mol, 2 * core @ core.T)) @ C
    packed = ao2mo.restore(4, ao2mo.kernel(mf._eri, C), m)
    val, vec = la.eigh(packed)
    keep = val > 1e-11
    rows, cols = np.tril_indices(m)
    L = np.zeros((keep.sum(), m, m))
    L[:, rows, cols] = L[:, cols, rows] = (vec[:, keep] * np.sqrt(val[keep])).T
    eri = ao2mo.restore(1, packed, m)
    r = np.array([C.T @ x @ C for x in mol.intor("int1e_r")])
    return SimpleNamespace(C=C, m=m, pot=pot, L=L, r=r, nocc=2 * (N_OCC - n_frozen),
                           coul=eri.reshape(m * m, m * m),
                           exch=eri.transpose(0, 3, 1, 2).reshape(m * m, m * m))


def window_h(win, lam):
    C2 = two(win.C)
    return C2.T @ h_ao(lam) @ C2 + two(win.pot)


def fock(win, h, D):
    m = win.m
    d = D.reshape(2, m, 2, m).transpose(0, 2, 1, 3).reshape(4, m * m)
    J = (win.coul @ (d[0] + d[3]).real).reshape(m, m)
    K = win.exch @ d.real.T + 1j * (win.exch @ d.imag.T)
    K = K.T.reshape(2, 2, m, m).transpose(0, 2, 1, 3).reshape(2 * m, 2 * m)
    return h + two(J) - K


def energy(win, h, D):
    return 0.5 * np.trace((h + fock(win, h, D)) @ D).real


def solve_scf(win, h, D=None):
    """Spinor mean field; no pairing of spinors is imposed."""
    if D is None:
        D = two(np.diag((np.arange(win.m) < win.nocc // 2) * 1.0)).astype(complex)
    focks, errors = [], []
    for _ in range(200):
        F = fock(win, h, D)
        err = F @ D - D @ F
        if abs(err).max() < 3e-10:
            e, v = la.eigh(F)
            return SimpleNamespace(F=F, D=D, e=e, v=v, E=energy(win, h, D))
        focks, errors = (focks + [F])[-6:], (errors + [err])[-6:]
        k = len(focks)
        M = -np.ones((k + 1, k + 1))
        M[k, k] = 0
        G = np.array([[np.vdot(a, b).real for b in errors] for a in errors])
        M[:k, :k] = G / abs(G).max()
        coef = np.linalg.lstsq(M, np.append(np.zeros(k), -1.0), rcond=None)[0][:k]
        _, v = la.eigh(sum(c * f for c, f in zip(coef, focks)))
        D = v[:, :win.nocc] @ v[:, :win.nocc].conj().T
    raise RuntimeError("spinor mean field not converged")


def kramers_basis(V):
    """Orthonormal pairs (u, Ku) spanning a time-reversal-closed space."""
    m = len(V) // 2
    out = np.zeros((2 * m, 0), complex)
    while out.shape[1] < V.shape[1]:
        res = V - out @ (out.conj().T @ V)
        res = res - out @ (out.conj().T @ res)
        norms = np.linalg.norm(res, axis=0)
        u = res[:, norms.argmax()] / norms.max()
        partner = np.concatenate([-u[m:].conj(), u[:m].conj()])
        out = np.column_stack([out, u, partner])
    return out


def spinor_factors(win, P, Q):
    m = win.m
    return sum(np.matmul(P[s:s + m].conj().T, np.matmul(win.L, Q[s:s + m]))
               for s in (0, m))


def response_matrices(win, F, Co, Cv):
    no, nv = Co.shape[1], Cv.shape[1]
    N = no * nv
    vo = spinor_factors(win, Cv, Co).reshape(-1, N).astype(complex)
    vv = spinor_factors(win, Cv, Cv).reshape(-1, nv * nv)
    oo = spinor_factors(win, Co, Co).reshape(-1, no * no)
    A = vo.T @ vo.conj()
    A -= (vv.T @ oo).reshape(nv, nv, no, no).transpose(0, 3, 1, 2).reshape(N, N)
    A += np.kron(Cv.conj().T @ F @ Cv, np.eye(no))
    A -= np.kron(np.eye(nv), (Co.conj().T @ F @ Co).T)
    G = vo.T @ vo
    B = G - G.reshape(nv, no, nv, no).transpose(0, 3, 2, 1).reshape(N, N)
    return A, B


def to_quaternion(M, nv, no):
    t = M.reshape(nv // 2, 2, no // 2, 2, -1)
    return np.einsum("pst,asitk->paik", QUAT.conj(), t, optimize=True).reshape(nv * no, -1)


def casida(minus, plus):
    """Solve (A-B)(A+B)(X+Y) = omega^2 (X+Y) for real matrices."""
    low = la.cholesky(minus, lower=True)
    w2, z = la.eigh(low.T @ plus @ low)
    w = np.sqrt(w2)
    return w, low @ z / np.sqrt(w)


def real_response(win, F, Co, Cv):
    no, nv = Co.shape[1], Cv.shape[1]
    A, B = response_matrices(win, F, Co, Cv)
    A = to_quaternion(to_quaternion(A, nv, no).conj().T, nv, no).conj().T
    B = to_quaternion(to_quaternion(B, nv, no).T, nv, no).T
    imag = max(abs(A.imag).max(), abs(B.imag).max())
    A, B = (A.real + A.real.T) / 2, (B.real + B.real.T) / 2
    w, xy = casida(A - B, A + B)
    return w, xy, imag


def spectrum(win, lam):
    st = solve_scf(win, window_h(win, lam))
    n = win.nocc
    Co, Cv = kramers_basis(st.v[:, n - N_VAL:n]), kramers_basis(st.v[:, n:])
    st.w, xy, st.imag = real_response(win, st.F, Co, Cv)
    d = np.array([(Cv.conj().T @ two(x) @ Co).ravel() for x in win.r]).T
    d = to_quaternion(d, Cv.shape[1], N_VAL)
    st.imag = max(st.imag, abs(d.imag).max())
    st.mu = d.real.T @ xy
    st.f = 2 / 3 * st.w * (st.mu**2).sum(0)
    return st


win = make_window(N_CORE)
SCREEN = 1 - 2 / Z_SN
SMALL = (0.005, 0.01)
TABLE = (0.0, 0.25, 0.5, 0.75, 1.0)
runs = {lam: spectrum(win, lam) for lam in TABLE + SMALL + (SCREEN,)}
full, free = runs[1.0], runs[0.0]
nocc = win.nocc
h1 = window_h(win, 1.0)
pair_gap = max(abs(s.e[1::2] - s.e[::2]).max() for s in runs.values())
imag_max = max(s.imag for s in runs.values())
assert pair_gap < 1e-7 and imag_max < 1e-6

# ---- pairing is reached from a guess that breaks time reversal
rng = np.random.default_rng(7)
noise = rng.normal(size=h1.shape) + 1j * rng.normal(size=h1.shape)
_, vg = la.eigh(full.F + 0.005 * (noise + noise.conj().T))
D_bad = vg[:, :nocc] @ vg[:, :nocc].conj().T
e_bad = la.eigvalsh(fock(win, h1, D_bad))
bad_gap = abs(e_bad[1::2] - e_bad[::2]).max()
again = solve_scf(win, h1, D_bad)
again_gap = abs(again.e[1::2] - again.e[::2]).max()
assert bad_gap > 1e-4 and again_gap < 1e-7 and abs(again.E - full.E) < 1e-8
ZEEMAN = 1e-3
mag = solve_scf(win, h1 + ZEEMAN * np.kron(PAULI[2], np.eye(win.m)))
mag_gap = (mag.e[1:nocc:2] - mag.e[:nocc:2]).max()
assert mag_gap > ZEEMAN

# ---- many-electron levels: odd against even electron number, no symmetry
act = np.hstack([kramers_basis(full.v[:, nocc - 6:nocc]),
                 kramers_basis(full.v[:, nocc:nocc + 2])])
fac = spinor_factors(win, act, act)
g = np.tensordot(fac, fac, (0, 0))
field = np.array([0.004, 0.007, 0.010])
h_act = act.conj().T @ (full.F + two(np.tensordot(field, win.r, 1))) @ act
for i in range(6):
    h_act = h_act - g[:, :, i, i] + g[:, i, i, :]


def ci_levels(nel):
    n = 8
    dets = [sum(1 << k for k in c) for c in itertools.combinations(range(n), nel)]
    pos = {d: k for k, d in enumerate(dets)}
    E = np.zeros((n, n, len(dets), len(dets)))
    for col, det in enumerate(dets):
        for q in range(n):
            if det >> q & 1:
                mid = det ^ (1 << q)
                for p in range(n):
                    if not mid >> p & 1:
                        swaps = bin(det & ((1 << q) - 1)).count("1")
                        swaps += bin(mid & ((1 << p) - 1)).count("1")
                        E[p, q, pos[mid | 1 << p], col] = (-1)**swaps
    one = h_act - 0.5 * np.einsum("pqqs->ps", g)
    H = np.tensordot(one, E, 2)
    H = H + 0.5 * np.matmul(E, np.tensordot(g, E, ([2, 3], [0, 1]))).sum((0, 1))
    return la.eigvalsh(H)


odd, even = ci_levels(5), ci_levels(6)
odd_gap, even_gap = (odd[1::2] - odd[::2]).max(), np.diff(even).min()
assert odd_gap < 1e-7 and even_gap > 10 * odd_gap and even_gap > 1e-8

# ---- response matrices against finite orbital rotations of the energy
raw_o, raw_v = full.v[:, nocc - 6:nocc], full.v[:, nocc:]
A, B = response_matrices(win, full.F, raw_o, raw_v)
kap = rng.normal(size=len(A)) + 1j * rng.normal(size=len(A))
kap /= np.linalg.norm(kap)
gen = raw_v @ kap.reshape(-1, 6) @ raw_o.conj().T
gen = gen - gen.conj().T
step = 3e-3
rot = la.expm(step * gen)
e_rot = [energy(win, h1, u @ full.D @ u.conj().T) for u in (rot, rot.conj().T)]
curv_num = (sum(e_rot) - 2 * full.E) / step**2
curv = 2 * (kap.conj() @ A @ kap + kap.conj() @ B @ kap.conj()).real
assert abs(curv_num / curv - 1) < 2e-4

# ---- real quaternion problem against the full complex problem
M = np.block([[A, B], [B.conj(), A.conj()]])
sign = np.diag(np.repeat([1.0, -1.0], len(A)))
inv_w = la.eigh(sign, (M + M.conj().T) / 2, eigvals_only=True)
w_complex = np.sort(1 / inv_w[inv_w > 0])
w_real = real_response(win, full.F, kramers_basis(raw_o), kramers_basis(raw_v))[0]
quat_err = abs(w_complex - w_real).max()
assert quat_err < 1e-6

# ---- transition moments against the finite-field polarizability
eps = 2e-3
e_field = [solve_scf(win, h1 + s * eps * two(win.r[2])).E for s in (1, -1)]
alpha_num = -(sum(e_field) - 2 * full.E) / eps**2
alpha_sum = 2 * (full.mu[2]**2 / full.w).sum()
assert abs(alpha_num / alpha_sum - 1) < 2e-3      # fourth-order field terms


# ---- spin-free limit against separate singlet and triplet equations
def spin_adapted(nv):
    o, v = mo[:, N_CORE:N_OCC], mo[:, N_OCC:N_OCC + nv]
    no = o.shape[1]
    ov = ao2mo.general(mf._eri, (o, v, o, v), compact=False).reshape(no, nv, no, nv)
    ov_x = ov.transpose(0, 3, 2, 1).reshape(no * nv, -1)
    oo = ao2mo.general(mf._eri, (o, o, v, v), compact=False).reshape(no, no, nv, nv)
    oo = oo.transpose(0, 2, 1, 3).reshape(no * nv, -1)
    gap = np.diag((mo_e[None, N_OCC:N_OCC + nv] - mo_e[N_CORE:N_OCC, None]).ravel())
    minus = gap - oo + ov_x
    return [casida(minus, gap - oo - ov_x + 4 * s * ov.reshape(no * nv, -1))[0]
            for s in (1, 0)]


sing, trip = spin_adapted(n_virt)
merged = np.sort(np.concatenate([sing, np.repeat(trip, 3)]))
free_err = abs(merged - free.w).max()
assert free_err < 1e-5                            # spin-free orbital convergence
sing_all, trip_all = spin_adapted(len(mo_e) - N_OCC)

# ---- small-strength laws for isolated triplet manifolds
cuts = np.flatnonzero(np.diff(free.w) > 1e-5) + 1
edges = np.concatenate([[0], cuts, [len(free.w)]])


def manifold(size):
    for a, b in zip(edges[:-1], edges[1:]):
        below = free.w[a] - free.w[a - 1] if a else 1.0
        above = free.w[b] - free.w[b - 1] if b < len(free.w) else 1.0
        if b - a == size and min(below, above) > 1.5e-3:
            return slice(a, b)
    raise RuntimeError("no isolated manifold")


laws = {}
for size, power in ((3, 2), (6, 1)):
    part = manifold(size)
    split = [np.ptp(runs[s].w[part]) for s in SMALL]
    light = [runs[s].f[part].sum() for s in SMALL]
    laws[size] = (free.w[part].mean(), split, np.log2(split[1] / split[0]),
                  np.log2(light[1] / light[0]))
    assert abs(laws[size][2] - power) < 0.15
    assert abs(laws[size][3] - 2) < 0.15
f_trip0 = free.f[manifold(3)].sum() + free.f[manifold(6)].sum()
assert f_trip0 < 1e-10

# ---- sizes of neglected effects
semi = spectrum(make_window(N_DEEP), 1.0)
semi_shift = abs(semi.w[:12] - full.w[:12]).max()
screen_shift = abs(runs[SCREEN].w[:12] - full.w[:12]).max()


def second_order(Co, eo, Cv, ev):
    anti = response_matrices(win, np.zeros_like(h1), Co, Cv)[1]
    gap = (ev[:, None] - eo[None, :]).ravel()
    return -0.25 * (abs(anti)**2 / (gap[:, None] + gap[None, :])).sum()


m, half = win.m, nocc // 2
fake = gto.M(verbose=0)
fake.nelectron, fake.spin, fake.incore_anyway = nocc, 2, True
h0 = window_h(win, 0.0)[:m, :m].real
uhf = scf.UHF(fake)
uhf.get_hcore = lambda *args: h0
uhf.get_ovlp = lambda *args: np.eye(m)
uhf._eri = ao2mo.restore(8, win.coul.reshape(m, m, m, m), m)
uhf.level_shift, uhf.max_cycle, uhf.conv_tol = 0.3, 400, 1e-9
idx = np.arange(m)
uhf.kernel(np.array([np.diag((idx < half + 1) * 1.0), np.diag((idx < half - 1) * 1.0)]))
assert uhf.converged
(ca, cb), (ea, eb) = uhf.mo_coeff, uhf.mo_energy
na, nb = half + 1, half - 1
pt_trip = second_order(la.block_diag(ca[:, :na], cb[:, :nb]), np.append(ea[:na], eb[:nb]),
                       la.block_diag(ca[:, na:], cb[:, nb:]), np.append(ea[na:], eb[nb:]))
pt_sing = second_order(free.v[:, :nocc], free.e[:nocc], free.v[:, nocc:], free.e[nocc:])

# ---- report
print(f"Bond lengths Sn-C, Sn-H, C-H (angstrom): {R_SNC} {R_SNH} {R_CH}")
print(f"Basis functions {nao}; electrons {mol.nelectron}; frozen core orbitals {N_CORE}")
print(f"Valence orbitals {half}; virtual orbitals kept {n_virt} of {len(mo_e) - N_OCC}")
print(f"Real response dimension: {len(full.w)}")
print(f"Sn49+ 2p splitting, X2C / Dirac formula (hartree): {ion_split:.4f} / {dirac_split:.4f}")
for lam in (0.0, 1.0):
    top = runs[lam].e[nocc - 6:nocc + 2:2] * EV
    print(f"Top 3 occupied pairs and lowest empty, lam={lam:.0f} (eV):", np.round(top, 4))
print(f"Largest Kramers gap of spinors, all lam (eV): {pair_gap * EV:.1e}")
print(f"Gap with broken guess, before / after SCF (eV): {bad_gap * EV:.2e} / {again_gap * EV:.1e}")
print(f"Zeeman energy / largest valence pair gap (eV): {ZEEMAN * EV:.4f} / {mag_gap * EV:.4f}")
print(f"Electric field for level test (a.u.): {field}")
print(f"5 electrons: levels {len(odd)}, largest pair gap (eV): {odd_gap * EV:.1e}")
print(f"6 electrons: levels {len(even)}, smallest level gap (eV): {even_gap * EV:.1e}")
print(f"Largest imaginary part in quaternion basis (hartree): {imag_max:.1e}")
print(f"Real against complex response, largest difference (eV): {quat_err * EV:.1e}")
print(f"Energy curvature, rotation / matrices (hartree): {curv_num:.6f} / {curv:.6f}")
print(f"Polarizability zz, field / states (a.u.): {alpha_num:.4f} / {alpha_sum:.4f}")
print(f"Spin-free spectrum, largest difference (eV): {free_err * EV:.1e}")
print("Lowest spin-free triplets (eV):", np.round(trip[:4] * EV, 4))
print("Lowest spin-free singlets (eV):", np.round(sing[:4] * EV, 4))
print("Level energies (eV) at lam = 0, 0.25, 0.5, 0.75, 1; wavelength (nm); f at lam = 1")
for k in range(12):
    row = " ".join(f"{runs[s].w[k] * EV:8.4f}" for s in TABLE)
    print(f"{k + 1:3d} {row} {NM_EV / (full.w[k] * EV):8.2f} {full.f[k]:.2e}")
for size, name in ((3, "nondegenerate"), (6, "degenerate")):
    w0, split, p_split, p_light = laws[size]
    print(f"Orbitally {name} triplet at lam=0 (eV): {w0 * EV:.4f}")
    print(f"  splitting at lam={SMALL[0]}, {SMALL[1]} (eV): {split[0] * EV:.3e}, {split[1] * EV:.3e}")
    print(f"  power of lam in splitting, intensity: {p_split:.3f}, {p_light:.3f}")
print(f"Strength of these triplets at lam=0: {f_trip0:.1e}")
print(f"Screened spin-orbit strength 1-2/Z: {SCREEN:.2f}")
print(f"  largest shift of 12 levels (eV): {screen_shift * EV:.4f}")
print(f"Sn 4s4p4d spin-orbit relaxation, largest shift (eV): {semi_shift * EV:.4f}")
print(f"All virtuals: lowest triplet, singlet (eV): {trip_all[0] * EV:.4f}, {sing_all[0] * EV:.4f}")
print(f"Separately optimized triplet, mean field (eV): {(uhf.e_tot - free.E) * EV:.4f}")
print(f"  second-order correlation shift (eV): {(pt_trip - pt_sing) * EV:.4f}")
print("OK")
```

Printed output:

```
Bond lengths Sn-C, Sn-H, C-H (angstrom): 2.14 1.71 1.09
Basis functions 109; electrons 62; frozen core orbitals 24
Valence orbitals 7; virtual orbitals kept 20 of 78
Real response dimension: 560
Sn49+ 2p splitting, X2C / Dirac formula (hartree): 11.2409 / 11.3504
Top 3 occupied pairs and lowest empty, lam=0 (eV): [-11.9099 -11.9099 -11.1254   2.3842]
Top 3 occupied pairs and lowest empty, lam=1 (eV): [-12.0143 -11.8233 -11.1082   2.384 ]
Largest Kramers gap of spinors, all lam (eV): 5.4e-11
Gap with broken guess, before / after SCF (eV): 1.67e-01 / 4.5e-09
Zeeman energy / largest valence pair gap (eV): 0.0272 / 0.0544
Electric field for level test (a.u.): [0.004 0.007 0.01 ]
5 electrons: levels 56, largest pair gap (eV): 6.0e-12
6 electrons: levels 28, smallest level gap (eV): 2.5e-04
Largest imaginary part in quaternion basis (hartree): 1.5e-12
Real against complex response, largest difference (eV): 1.4e-11
Energy curvature, rotation / matrices (hartree): 1.223521 / 1.223522
Polarizability zz, field / states (a.u.): 46.7359 / 46.7335
Spin-free spectrum, largest difference (eV): 1.7e-06
Lowest spin-free triplets (eV): [7.216  7.628  7.628  7.9566]
Lowest spin-free singlets (eV): [8.3699 9.2677 9.2677 9.4457]
Level energies (eV) at lam = 0, 0.25, 0.5, 0.75, 1; wavelength (nm); f at lam = 1
  1   7.2160   7.2153   7.2134   7.2101   7.2057   172.06 5.21e-29
  2   7.2160   7.2155   7.2138   7.2111   7.2072   172.03 1.76e-05
  3   7.2160   7.2155   7.2138   7.2111   7.2072   172.03 1.76e-05
  4   7.6280   7.6118   7.5951   7.5779   7.5603   163.99 4.68e-07
  5   7.6280   7.6118   7.5951   7.5779   7.5603   163.99 4.68e-07
  6   7.6280   7.6272   7.6247   7.6205   7.6147   162.82 3.25e-05
  7   7.6280   7.6272   7.6247   7.6205   7.6147   162.82 3.25e-05
  8   7.6280   7.6430   7.6558   7.6663   7.6743   161.56 1.11e-27
  9   7.6280   7.6434   7.6574   7.6703   7.6818   161.40 1.91e-04
 10   7.9566   7.9564   7.9561   7.9557   7.9551   155.86 1.73e-04
 11   7.9566   7.9564   7.9561   7.9557   7.9551   155.86 1.73e-04
 12   7.9566   7.9572   7.9594   7.9631   7.9685   155.59 2.87e-28
Orbitally nondegenerate triplet at lam=0 (eV): 7.2160
  splitting at lam=0.005, 0.01 (eV): 5.327e-08, 2.128e-07
  power of lam in splitting, intensity: 1.998, 2.001
Orbitally degenerate triplet at lam=0 (eV): 7.6280
  splitting at lam=0.005, 0.01 (eV): 6.370e-04, 1.274e-03
  power of lam in splitting, intensity: 1.000, 1.999
Strength of these triplets at lam=0: 1.6e-28
Screened spin-orbit strength 1-2/Z: 0.96
  largest shift of 12 levels (eV): 0.0029
Sn 4s4p4d spin-orbit relaxation, largest shift (eV): 0.0039
All virtuals: lowest triplet, singlet (eV): 6.8025, 8.3338
Separately optimized triplet, mean field (eV): 6.9762
  second-order correlation shift (eV): 0.0951
OK
```
